\section*{Temperature Dependence of Direct Tunnelling in a Hafnia-Based Capacitor}

\section{The energy that competes with temperature}

\textbf{Q.} The barrier in a hafnia capacitor is about 2 eV high, and the thermal energy at operating temperature is about 0.03 eV. Why should a tunnelling current notice the temperature at all?

\textbf{A.} The barrier height is the wrong energy to compare with. The transmission rises steeply with electron energy, so a few electrons lifted slightly above the Fermi level can carry a large share of the current. Let $D(w)$ be the transmission at energy $w$, measured from the emitter's Fermi level, and let $D_F=D(0)$. I expand its logarithm to first order:
\begin{equation}
\ln D(w)=\ln D_F+\frac{w}{\delta},\qquad
\frac1\delta=\left.\frac{d\ln D}{dw}\right|_{w=0}.
\label{linear}
\end{equation}
The decay energy $\delta$ is the energy change that multiplies $D$ by $e$. It is this energy that $kT$ must be compared with.

\textbf{Q.} Electrons also move parallel to the interface. Is $w$ the total energy or the energy of motion towards the barrier?

\textbf{A.} In general it is neither. Take parabolic, isotropic bands with mass $m_e$ in the emitter and $m_{ox}$ in the oxide. Total energy and transverse wavevector $k_p$ are conserved. The transverse energy is $E_p=\hbar^2k_p^2/2m_e$ in the metal, but
\begin{equation}
\frac{\hbar^2k_p^2}{2m_{ox}}=rE_p,\qquad r=\frac{m_e}{m_{ox}},
\end{equation}
in the oxide. If $\varepsilon$ is the total energy from the Fermi level and $U(x)$ the oxide band edge, the decay constant $\kappa$ obeys
\begin{equation}
\frac{\hbar^2\kappa^2}{2m_{ox}}=U(x)+rE_p-\varepsilon=U(x)-w,
\qquad w=\varepsilon-rE_p.
\end{equation}
So the barrier sees $w$. For equal masses this reduces to the energy of motion along $x$.

\section{Summing the current}

\textbf{Q.} Then the mass ratio could spoil any simple temperature law. Show me the sum over electrons.

\textbf{A.} Let $J$ be the magnitude of the current density, $f(\varepsilon)=1/(1+e^{\varepsilon/kT})$ the occupation and $E_F$ the Fermi energy above the emitter's band bottom. I neglect current from the collector for now. With a factor 2 for spin,
\begin{equation}
J=\frac{2e}{(2\pi)^3}\int_{k_x>0}d^3k\;v_x\,f(\varepsilon)\,D(\varepsilon-rE_p).
\end{equation}
At fixed $k_p$, $v_x=\hbar^{-1}\partial\varepsilon/\partial k_x$ gives $v_x\,dk_x=d\varepsilon/\hbar$. The transverse area element is $2\pi k_p\,dk_p=(2\pi m_e/\hbar^2)\,dE_p$. The constants combine to
\begin{equation}
\frac{2e}{8\pi^3}\,\frac1\hbar\,\frac{2\pi m_e}{\hbar^2}
=\frac{em_e}{2\pi^2\hbar^3},
\end{equation}
and therefore
\begin{equation}
J=\frac{em_e}{2\pi^2\hbar^3}\int_{-E_F}^{\infty}\!d\varepsilon\,f(\varepsilon)
\int_0^{\varepsilon+E_F}\!dE_p\,D(\varepsilon-rE_p).
\label{double}
\end{equation}
Inserting Eq.~(\ref{linear}), the inner integral is
\begin{equation}
D_Fe^{\varepsilon/\delta}\int_0^{\varepsilon+E_F}e^{-rE_p/\delta}dE_p
=D_F\frac{\delta}{r}e^{\varepsilon/\delta}
\left[1-e^{-r(\varepsilon+E_F)/\delta}\right].
\end{equation}
I drop the second term in the bracket and extend the lower energy limit to $-\infty$. Since $f\le1$, for $r>1$ these steps change the energy integral by at most $\delta e^{-E_F/\delta}/(r-1)$ and $\delta e^{-E_F/\delta}$ respectively. Both are negligible when $E_F\gg\delta$. Because $m_e/r=m_{ox}$,
\begin{equation}
J=\frac{em_{ox}\delta D_F}{2\pi^2\hbar^3}\,I(T),\qquad
I(T)=\int_{-\infty}^{\infty}\frac{e^{\varepsilon/\delta}}{1+e^{\varepsilon/kT}}\,d\varepsilon .
\label{energyintegral}
\end{equation}
The mass ratio has changed the prefactor but not the temperature dependence.

\textbf{Q.} The numerator grows without limit. Does this integral exist?

\textbf{A.} It does for a restricted range of temperature. Put $u=\varepsilon/kT$ and $p=kT/\delta$:
\begin{equation}
I=kT\,K(p),\qquad K(p)=\int_{-\infty}^{\infty}\frac{e^{pu}}{1+e^u}\,du .
\end{equation}
On the left the integrand falls as $e^{pu}$, which needs $p>0$. On the right it behaves as $e^{(p-1)u}$, which needs $p<1$. Thus the linear model requires $0<kT<\delta$.

\textbf{Q.} How do you evaluate it without quoting a table?

\textbf{A.} Integrate anticlockwise around the rectangle with corners $-R$, $R$, $R+2\pi i$ and $-R+2\pi i$. The integrand is at most $e^{pR}/(e^R-1)$ in magnitude on the right side and $e^{-pR}/(1-e^{-R})$ on the left. Both vanish as $R\to\infty$. On the top side $e^{u+2\pi i}=e^u$, while the numerator gains $e^{2\pi ip}$. That side is traversed backwards and contributes $-e^{2\pi ip}K$.

The one enclosed pole is at $u=i\pi$, where the derivative of $1+e^u$ is $e^{i\pi}=-1$. Its residue is therefore $-e^{i\pi p}$, and the residue theorem gives
\begin{align}
(1-e^{2\pi ip})K&=-2\pi i\,e^{i\pi p},\\
1-e^{2\pi ip}&=-e^{i\pi p}(e^{i\pi p}-e^{-i\pi p})
=-2i\,e^{i\pi p}\sin\pi p,\\
K&=\frac{\pi}{\sin\pi p}.
\end{align}
At zero temperature $f$ is a step, so $I(0)=\int_{-\infty}^0e^{\varepsilon/\delta}d\varepsilon=\delta$. With $x=\pi p$ we have $I(T)=\pi kT/\sin x=\delta\,x/\sin x$, and hence
\begin{equation}
\boxed{\frac{J(T)}{J(0)}=\frac{x}{\sin x},\quad
x=\frac{\pi kT}{\delta},\quad
J(0)=\frac{em_{ox}\delta^2D_F}{2\pi^2\hbar^3}.}
\label{result}
\end{equation}
The comparison holds the field, $D_F$ and $\delta$ fixed as the temperature changes.

\section{What the factor means}

\textbf{Q.} At low temperature I expect a correction quadratic in $T$. Is it there?

\textbf{A.} Yes. From $\sin x=x(1-x^2/6+x^4/120-\cdots)$,
\begin{equation}
\frac{x}{\sin x}=1+\frac{x^2}{6}
+\left(\frac1{36}-\frac1{120}\right)x^4+\cdots
=1+\frac{x^2}{6}+\frac{7x^4}{360}+\cdots .
\end{equation}
The leading relative increase is $\pi^2(kT)^2/(6\delta^2)$.

\textbf{Q.} And at $kT=\delta$ the current becomes infinite. That cannot be physical.

\textbf{A.} It is a failure of the expansion. Near that point $\sin\pi p=\sin[\pi(1-p)]\simeq\pi(1-p)$, so the factor tends to $\delta/(\delta-kT)$. The divergence comes from the high-energy tail, where the Boltzmann factor barely beats the assumed growth of $D$. A real barrier has a curved exponent, and its transmission cannot exceed one, so the real current stays finite.

\textbf{Q.} Before it fails, where do the electrons that carry the current come from?

\textbf{A.} Their total-energy distribution is proportional to $e^{\varepsilon/\delta}f(\varepsilon)$. Setting the derivative of its logarithm to zero gives
\begin{equation}
\frac1\delta=\frac1{kT}\frac{e^u}{1+e^u}
\quad\Longrightarrow\quad
\varepsilon_{\rm peak}=kT\ln\frac{p}{1-p}.
\end{equation}
The peak crosses the Fermi level at $kT=\delta/2$. For the moments, write $s=1/\delta$, so that $I=\pi kT/\sin(\pi kTs)$. Each derivative with respect to $s$ brings down a factor $\varepsilon$ in the integrand. Hence
\begin{align}
\langle\varepsilon\rangle&=\frac{d\ln I}{ds}=-\pi kT\cot x,\\
\langle\varepsilon^2\rangle-\langle\varepsilon\rangle^2
&=\frac{d^2\ln I}{ds^2}=\left(\frac{\pi kT}{\sin x}\right)^2 .
\end{align}

\textbf{Q.} If I drew an Arrhenius plot of this current, what energy would I read from its slope?

\textbf{A.} Since $J\propto kT/\sin(\pi kT/\delta)$,
\begin{equation}
E_a=-\frac{d\ln J}{d(1/kT)}=(kT)^2\frac{d\ln J}{d(kT)}
=kT(1-x\cot x).
\label{arrhenius}
\end{equation}
It depends on temperature and is neither a barrier height nor a trap depth.

\section{A hafnium-zirconium oxide film}

\textbf{Q.} I still need $\delta$ for an actual barrier.

\textbf{A.} Take a triangular barrier $U=\phi-\mathcal F x$, where $\mathcal F$ is the electronic charge times the field. In the WKB approximation $D=e^{-S}$. The turning point is $x_t=(\phi-w)/\mathcal F$, and
\begin{align}
S(w)&=\frac{2\sqrt{2m_{ox}}}{\hbar}\int_0^{x_t}
\sqrt{\phi-w-\mathcal F x}\,dx
=\frac{4\sqrt{2m_{ox}}}{3\hbar\mathcal F}(\phi-w)^{3/2},\\
\frac1\delta&=-\left.\frac{dS}{dw}\right|_{0}
=\frac{2\sqrt{2m_{ox}\phi}}{\hbar\mathcal F}=\frac{3S_F}{2\phi},
\qquad S_F=S(0).
\label{decay}
\end{align}
The electron must leave the barrier inside the film, which requires $eV>\phi$ for voltage $V$.

Consider a 10 nm film with 3 V across it, a field of 3 MV/cm. Rough model values are $\phi=2$ eV, $m_{ox}=0.2m_0$, $m_e=m_0$ and $E_F=5$ eV, where $m_0$ is the free-electron mass. The exit point at the Fermi energy lies 6.67 nm from the emitter. With $S_F=28.80$,
\begin{equation}
\delta=\frac{2\times2\ {\rm eV}}{3\times28.80}
=0.0463\ {\rm eV}=0.00170\ {\rm hartree}.
\end{equation}
This corresponds to $\delta/k=537$ K. The transmission is $D_F=3.10\times10^{-13}$, and Eq.~(\ref{result}) gives $J(0)=2.15\times10^{-6}$ A/cm$^2$.

\textbf{Q.} So what happens at a warm operating temperature, say 358 K?

\textbf{A.} There $kT=0.0309$ eV, and
\begin{equation}
x=\frac{\pi\times0.03086}{0.04629}=2.094,\qquad
\frac{x}{\sin x}=\frac{2.094}{0.866}=2.42.
\end{equation}
The current is $2.42\times2.15\times10^{-6}=5.20\times10^{-6}$ A/cm$^2$. At 300 K the factor is 1.78, so warming from 300 to 358 K raises the current by 36\%. The quadratic law alone would give 1.51 at 300 K, already too low.

At 358 K the energy distribution peaks 0.021 eV above the Fermi level. Its mean is 0.056 eV and its standard deviation 0.112 eV. The Arrhenius energy is 0.068 eV, far below the 2 eV barrier. Direct integration over $k_x$ and $k_p$ with the linear exponent, keeping the band bottom, agrees with the closed-form current at this temperature to nine decimal places in their ratio.

\section{Testing the straight line}

\textbf{Q.} Your distribution is more than twice as wide as $\delta$. Why trust a linear exponent over that range?

\textbf{A.} Calculate the next term. Expanding $S_F(1-w/\phi)^{3/2}$ and using $S_F=2\phi/3\delta$,
\begin{equation}
\ln D=-S_F+\frac{w}{\delta}-\frac{w^2}{4\phi\delta}+\cdots .
\end{equation}
To first order, the last term multiplies the current by $1-\langle w^2\rangle/(4\phi\delta)$, averaged over the linear-model distribution. Write $w=\varepsilon-y$ with $y=rE_p$. The weight factorizes into $e^{\varepsilon/\delta}f(\varepsilon)$ and $e^{-y/\delta}$, so $\varepsilon$ and $y$ are independent, and $y$ has mean $\delta$ and variance $\delta^2$. Adding the variance of $w$ to its squared mean,
\begin{align}
\frac{\langle w^2\rangle}{\delta^2}
&=\frac{x^2}{\sin^2x}+1+(x\cot x+1)^2\nonumber\\
&=x^2\left(\frac1{\sin^2x}+\cot^2x\right)+2x\cot x+2.
\end{align}
This tends to 6 as $x\to0$. The corrected ratio is
\begin{equation}
\frac{J(T)}{J(0)}\simeq\frac{x}{\sin x}\,
\frac{1-\langle w^2\rangle/(4\phi\delta)}{1-3\delta/(2\phi)} .
\end{equation}
At 358 K, $\langle w^2\rangle=6.89\,\delta^2$. With $\delta/4\phi=0.00579$, the numerator is 0.960 and the denominator 0.965. The losses at 358 K and at zero temperature nearly cancel in the ratio, which falls from 2.419 to 2.406. The full WKB integral gives 2.408.

\textbf{Q.} Does that cancellation continue as the film gets hotter?

\textbf{A.} No. At 398 K the linear factor is 3.20 and the full WKB ratio is 3.11, so the linear result is 3\% above it. At 500 K they are 13.5 and 7.90, and the linear result is 71\% too high relative to full WKB. The formula breaks down before its formal limit of 537 K.

\textbf{Q.} WKB is itself an approximation. Could it be hiding a larger error?

\textbf{A.} For the absolute current, yes. Matching effective-mass waves at an abrupt emitter interface, with Airy functions in the field region and no reflection at the collector, gives $D_F=5.88\times10^{-13}$. That is 1.9 times the WKB value. The decay energy changes by only 0.5\%, to 0.0460 eV, and the full current ratio at 358 K becomes 2.44. The thermal factor is less sensitive because a constant multiplier of $D$ cancels from it.

If the electron stays coherent and is partly reflected at the collector, the ratio for this 10 nm film becomes 2.83. The change can have either sign, because it depends on the phase of the reflected wave: at the same field, thicknesses between 8.5 and 11.5 nm give ratios from about 2.0 to 3.2. Scattering in the last 3.3 nm of oxide may weaken this interference; that is a conjecture, since scattering is not included here.

\section{Lower voltage and reverse current}

\textbf{Q.} Suppose the voltage is lowered until the electron no longer leaves the barrier inside the film. Does the same law apply?

\textbf{A.} The thermal factor keeps its form if the linear expansion is valid, but $\delta$ changes. For $0<eV<\phi$ the barrier at the Fermi energy is trapezoidal. The action integral then stops at the collector, where the remaining height is $\phi-w-eV$:
\begin{equation}
S(w)=\frac{4\sqrt{2m_{ox}}}{3\hbar\mathcal F}
\left[(\phi-w)^{3/2}-(\phi-w-eV)^{3/2}\right].
\end{equation}
Differentiation at $w=0$ gives
\begin{equation}
\frac1\delta=\frac{2\sqrt{2m_{ox}}}{\hbar\mathcal F}
\left(\sqrt\phi-\sqrt{\phi-eV}\right).
\end{equation}
For film thickness $L$ and $eV=\mathcal FL\ll\phi$, the bracket is approximately $\mathcal FL/(2\sqrt\phi)$. The field cancels, leaving $\delta\simeq\hbar\sqrt\phi/(L\sqrt{2m_{ox}})$. Scaling the high-field $\delta$ down in proportion to the field would therefore be wrong in this regime.

\textbf{Q.} At small voltage the collector must send electrons back. You have ignored them.

\textbf{A.} They can be included. The net current contains $f(\varepsilon)-f(\varepsilon+eV)$. In the second term set $\varepsilon'=\varepsilon+eV$:
\begin{equation}
\int_{-\infty}^{\infty}e^{\varepsilon/\delta}f(\varepsilon+eV)\,d\varepsilon
=e^{-eV/\delta}\int_{-\infty}^{\infty}e^{\varepsilon'/\delta}f(\varepsilon')\,d\varepsilon' .
\end{equation}
The net current is the forward current times $1-e^{-eV/\delta}$, with the same thermal factor. For $eV\ll\delta$ it is proportional to $V$. This step needs the linear exponent to hold across the voltage window as well as the thermal distribution. In the 3 V example that window is too wide, but the full WKB integral gives a reverse-to-forward ratio of $6\times10^{-25}$ at 358 K, so neglecting it is safe.

At lower voltages the thermal distribution can also outrun the linear exponent. For the same 10 nm film at 358 K, the full WKB integral, with reverse current included, gives a ratio $J(T)/J(0)$ of 2.07 at 0.01 V, where the linear law gives 1.57. At 1.9 V it gives 9.5 against 4.7. Electrons far above the Fermi level cause the excess; at 0.01 V about a quarter of the WKB current comes from energies above 1.5 eV, near and over the barrier top. The size of the excess depends on the model: coherent wave matching at both interfaces gives about 1.64 at 0.01 V and 6.1 at 1.9 V. At 300 K the two agree within 2\% up to 1.5 V.

\section{From the model to a capacitor}

\textbf{Q.} How much of the factor 2.42 depends on parameters you do not know well?

\textbf{A.} A good deal. Differentiating the logarithm of the factor gives
\begin{equation}
\frac{d\ln(x/\sin x)}{d\ln x}=1-x\cot x,
\end{equation}
which is $E_a/kT=0.0682/0.0309=2.2$ at 358 K. A small fractional fall in $\delta$ thus raises the factor by about 2.2 times that fraction. An oxide mass of $0.3m_0$, at the same barrier and field, reduces $\delta$ to 0.0378 eV and raises the linear-model factor to about 4.7. The full WKB integral gives about 4.3, so the straight-line exponent is already strained there.

The parabolic oxide band is a further assumption, because the electron tunnels 2 eV below the band edge in a gap of roughly 5.5 eV. A simple two-band model multiplies $\kappa^2$ by $1-E/E_g$, where $E$ is the depth below the conduction band and $E_g$ the gap. With the same band-edge mass, $\delta$ rises to $0.0463/\sqrt{1-2/5.5}=0.058$ eV and the factor at 358 K falls to about 1.7.

The image force, estimated with an optical permittivity of 4, leaves the factor near 2.46 but multiplies the transmission by 3.6. If the barrier falls by an assumed $10^{-4}$ eV/K, the transmission rises by a further 13\% between 300 and 358 K. That increase lies outside $x/\sin x$, which holds $D_F$ fixed.

\textbf{Q.} This is a ferroelectric. Does the polarization matter?

\textbf{A.} It can matter greatly through the local field. An unscreened polarization $P_u$ produces a depolarizing field $P_u/(\epsilon_0\epsilon_r)$ directed against the polarization. If the polarization points along the applied field, the field in the oxide is reduced by this amount. For an assumed 1 $\mu$C/cm$^2$ and $\epsilon_r=30$ the reduction is 0.38 MV/cm. If the barrier height stayed at 2 eV, the transmission would fall to 1.6\% of its former value, while the linear-model thermal factor at 358 K would rise to about 3.5. At fixed barrier height, and as long as the barrier at the Fermi energy stays triangular, a lower field makes the current smaller but more sensitive to temperature. At fixed voltage, however, the 0.38 V missing from the oxide drops across the screening layers of the electrodes, and the part at the emitter lowers the barrier. If half of it falls there, $\phi$ becomes 1.81 eV, the transmission rises to 1.5 times its former value and the linear-model factor is about 3.0. Even the sign of the change in current therefore depends on how the interfaces screen the polarization.

\textbf{Q.} Would a measured leakage current follow your curve?

\textbf{A.} I would not assume so. The example drives the film hard: 3 MV/cm is 75\% of a rough breakdown field of 4 MV/cm. Real films are polycrystalline and contain defects, so the assumption most at risk is that electrons cross in one direct step. A trap that divides the action equally replaces $e^{-S_F}$ by two steps of order $e^{-S_F/2}$. For sheet density $n$ and attempt rate $\nu$, a rough estimate is
\begin{equation}
J_{\rm trap}\sim en\nu e^{-S_F/2}.
\end{equation}
Assuming $n=10^{12}$ cm$^{-2}$ and $\nu=10^{13}$ s$^{-1}$ gives 0.9 A/cm$^2$, about $2\times10^5$ times the direct current at 358 K. This takes every trap to be aligned with the Fermi level and active, so it is a warning about scale and not a predicted leakage. The factor $x/\sin x$ belongs to the direct component; total leakage can be compared with it once the trap contribution has been shown to be small or separated. The numerical output below lists the values behind most of these estimates.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Film thickness: 10.0 nm; voltage: 3.0 V
Field: 3.00 MV/cm
Barrier: 2.00 eV; electrode Fermi energy: 5.0 eV
Masses: oxide 0.20, electrode 1.00 m0
Tunnelling distance at Fermi energy: 6.667 nm
WKB action at Fermi energy: 28.802 (dimensionless)
WKB transmission at Fermi energy: 3.102e-13
Decay energy d: 0.04629 eV = 0.001701 hartree
Divergence temperature d/k: 537.2 K
Peak crosses Fermi level at d/(2k): 268.6 K
Zero-temperature current, linear model: 2.152e-06 A/cm2
300.00 K: kT 0.02585 eV, x 1.7544, x/sin x 1.7844
  linear-model current: 3.839e-06 A/cm2
  ratio with first-order curvature: 1.7989
  J(T)/J(0): full WKB 1.7975, Airy 1.8103
358.15 K: kT 0.03086 eV, x 2.0944, x/sin x 2.4185
  linear-model current: 5.204e-06 A/cm2
  ratio with first-order curvature: 2.4055
  J(T)/J(0): full WKB 2.4084, Airy 2.4354
398.15 K: kT 0.03431 eV, x 2.3283, x/sin x 3.2048
  linear-model current: 6.896e-06 A/cm2
  ratio with first-order curvature: 3.0757
  J(T)/J(0): full WKB 3.1087, Airy 3.1557
500.00 K: kT 0.04309 eV, x 2.9240, x/sin x 13.5413
  linear-model current: 2.914e-05 A/cm2
  J(T)/J(0): full WKB 7.8972, Airy 8.1371
Current ratio 358.15 K/300 K, linear: 1.3554
300 K factor from 1+x^2/6 alone: 1.5130
358.15 K energy mean 0.0560, std. deviation 0.1120 eV
358.15 K energy peak 0.0214, Arrhenius energy 0.0682 eV
k-space/closed-form current at 358.15 K: 1.000000000
Largest relative shift on halving quadrature: 9.1e-15
Full/linear WKB current at zero temperature: 0.9676
Airy transmission 5.884e-13; decay energy 0.04604 eV
Reverse/forward current at 358.15 K: 6.4e-25
Coherent collector reflection: J(358.15 K)/J(0) 2.8254
Image force, optical permittivity 4.0: transmission x 3.599
  decay energy 0.04592 eV, 358.15 K factor 2.4628
Oxide mass 0.30 m0: d 0.03780 eV, 358.15 K factor 4.7062
Barrier drift 1.0e-04 eV/K, 300 to 358.15 K: transmission x 1.1337
Unscreened polarization 1.0 uC/cm2, permittivity 30
  field reduction 0.376 MV/cm, transmission x 0.0160
  decay energy 0.04048 eV, 358.15 K factor 3.5264
Trap inputs: 1.0e+12 cm^-2, 1.0e+13 s^-1
  trap-assisted estimate 8.92e-01 A/cm2; ratio to direct at 358.15 K 1.7e+05
Rough breakdown field 4.0 MV/cm; used fraction 0.75
\end{verbatim}
